# The s-Band Effective Mass in an Alternating Metal–Oxygen Chain, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The band edge and its mass

### Two metal atoms and one oxygen

Place an oxygen atom midway between two identical metal atoms. Keep one s orbital on each metal atom, with energy $E_s$, and on the oxygen the p orbital that points along the line of atoms, with energy $E_p < E_s$. Write

$$ \Delta = E_s - E_p > 0 . $$

The p orbital has lobes of opposite sign on its two sides, while an s orbital is the same in all directions. The Hamiltonian matrix elements between oxygen and the two metal atoms are therefore equal in magnitude and opposite in sign. We choose the overall sign of the p orbital so that the element is $+t$ for the right metal atom and $-t$ for the left one, with $t > 0$. The symmetry argument for this is given below.

The mirror symmetry about the oxygen atom singles out two combinations of the metal orbitals $s_L$ and $s_R$, each with equal weight on both atoms. The in-phase combination $(s_L + s_R)/\sqrt 2$ has the matrix element

$$ \frac{(-t) + (+t)}{\sqrt 2} = 0 $$

with the oxygen orbital. It doesn't mix with oxygen, and its energy is $E_s$. The out-of-phase combination $(s_R - s_L)/\sqrt 2$ has the matrix element

$$ \frac{(+t) - (-t)}{\sqrt 2} = \sqrt 2 \, t . $$

It does mix, and the energies of the resulting two-level problem obey

$$ (E - E_s)(E - E_p) = 2 t^2 . $$

For the upper root put $E = E_s + \varepsilon$. Then $E - E_p = \Delta + \varepsilon$, so that

$$ \varepsilon \, (\Delta + \varepsilon) = 2 t^2 , \qquad \varepsilon \approx \frac{2 t^2}{\Delta} \quad \text{for } t \ll \Delta . $$

An electron in the metal orbitals thus pays no energy when its amplitude is the same on both atoms, and, for $t \ll \Delta$, pays an energy of order $t^2/\Delta$ when the amplitude changes sign. In a long chain, a small wave number means a small change of phase from one metal atom to the next. The cost of that change is the energy of the conduction electron above the band edge. In the effective-mass description it plays the part of a kinetic energy, and its size fixes the effective mass. A large cost means a light electron, so one expects a mass that grows with $\Delta$ and falls with $t^2$. The chain calculation supplies the factor and shows that, at the band edge, the law does not need $t \ll \Delta$.

### The chain and its assumptions

The chain is infinite and straight, with period $a$, the distance from one metal atom to the next. Metal atom $j$ sits at $x = ja$ and oxygen atom $j$ at $x = (j + \tfrac12) a$, where $j$ is any integer. The model makes these assumptions:

- there is one s orbital per metal atom and one p orbital, directed along the chain, per oxygen atom;
- the orbitals are orthonormal;
- hopping connects nearest neighbours, hence metal with oxygen, and nothing else;
- each electron moves independently in a fixed periodic potential.

The last assumption places the result at the level of a one-electron or mean-field description. The second and third are relaxed in Part II.

The relative sign of the two hoppings follows from symmetry. Let $M$ be the mirror operation that reverses $x$ about an oxygen site. It exchanges the s orbitals of the two neighbouring metal atoms, changes the sign of the p orbital, and leaves the Hamiltonian $H$ unchanged. Therefore

$$ \langle s_{\text{left}} | H | p \rangle = \langle M s_{\text{left}} | H | M p \rangle = - \langle s_{\text{right}} | H | p \rangle . $$

The first equality holds because $M$ is unitary and commutes with $H$. The second uses $M s_{\text{left}} = s_{\text{right}}$ and $M p = -p$. A quadrature with one-dimensional model orbitals in a mirror-symmetric potential confirms the opposite signs.

The sign of the right-hand element itself is a matter of convention, since replacing every $p$ by $-p$ reverses it. We use this freedom to make it positive:

$$ \langle s_{j+1} | H | p_j \rangle = + t , \qquad \langle s_j | H | p_j \rangle = - t , \qquad t > 0 . $$

### From amplitudes to Bloch waves

Let $s_j$ and $p_j$ now also denote the amplitudes of a state on metal atom $j$ and oxygen atom $j$. Metal atom $j$ has oxygen $j-1$ on its left and oxygen $j$ on its right. It is the right neighbour of the former, with hopping $+t$, and the left neighbour of the latter, with hopping $-t$. The Schrödinger equation, projected on each orbital in turn, reads

$$ (E - E_s) \, s_j = t \, p_{j-1} - t \, p_j , $$

$$ (E - E_p) \, p_j = t \, s_{j+1} - t \, s_j . $$

The equations keep their form when $j$ is increased by one, so we may look for solutions that gain the same phase factor in each cell. Taking the phases at the actual atomic positions, we write

$$ s_j = A \, e^{i k j a} , \qquad p_j = B \, e^{i k (j + 1/2) a} , \qquad -\frac{\pi}{a} < k \le \frac{\pi}{a} . $$

Insert this in the first equation and divide by $e^{ikja}$. The oxygen on the left contributes $e^{-ika/2}$ and the one on the right $e^{ika/2}$:

$$ (E - E_s) \, A = t \left( e^{-ika/2} - e^{ika/2} \right) B = - 2 i t \sin\!\left(\frac{ka}{2}\right) B . $$

Insert it in the second equation and divide by $e^{ik(j+1/2)a}$. Metal atom $j+1$ then contributes $e^{ika/2}$ and metal atom $j$ contributes $e^{-ika/2}$:

$$ (E - E_p) \, B = t \left( e^{ika/2} - e^{-ika/2} \right) A = 2 i t \sin\!\left(\frac{ka}{2}\right) A . $$

The two coefficients are complex conjugates of each other, as a Hermitian Hamiltonian requires. A different choice of Bloch phases would change the phase of $B$ but not the energies.

### The two bands and the gap

Multiply the first of these equations by $(E - E_p)$ and use the second to replace $(E - E_p) B$. The product of the coefficients is $(-2i)(2i) = 4$, so

$$ (E - E_s)(E - E_p) \, A = 4 t^2 \sin^2\!\left(\frac{ka}{2}\right) A . $$

For $A \ne 0$ this gives the secular equation

$$ (E - E_s)(E - E_p) = h^2 , \qquad h = 2 t \left| \sin\frac{ka}{2} \right| . $$

If $A = 0$ with $B \neq 0$, the first amplitude equation requires $\sin(ka/2) = 0$ and the second gives $E = E_p$, which also satisfies the secular equation. No solution has been lost.

To solve the quadratic, measure the energy from the midpoint of the two orbital levels. With $E = (E_s + E_p)/2 + y$, the factors become $y - \Delta/2$ and $y + \Delta/2$, and their product is $y^2 - \Delta^2/4$. Hence

$$ E_\pm(k) = \frac{E_s + E_p}{2} \pm \sqrt{ \frac{\Delta^2}{4} + h^2 } . $$

The upper sign is the conduction band and the lower sign the valence band. The square root is smallest where $h = 0$, which in the first Brillouin zone happens at $k = 0$ alone. There it equals $\Delta/2$, so

$$ E_+(0) = E_s , \qquad E_-(0) = E_p , \qquad E_+(0) - E_-(0) = \Delta . $$

The minimum of the conduction band and the maximum of the valence band lie at the same wave number, and the band gap equals the difference of the orbital energies. This is a property of the present model. It lets us speak of one quantity, the s–p gap, where in general there are two.

At $k = 0$ the equations for $A$ and $B$ separate. The state at the conduction-band edge has $B = 0$: it is a pure metal s state with equal amplitudes on all metal atoms. This is the in-phase state of the three-atom case. Each oxygen receives $+t$ from one side and $-t$ from the other, and the two cancel.

### The effective mass

Let $\varepsilon = E_+ - E_s$ be the energy above the conduction-band edge. From the band formula,

$$ \varepsilon = \sqrt{ \frac{\Delta^2}{4} + h^2 } - \frac{\Delta}{2} . $$

Multiply and divide by the sum of the same two terms. The numerator becomes $\Delta^2/4 + h^2 - \Delta^2/4 = h^2$, and

$$ \varepsilon = \frac{h^2}{ \sqrt{\Delta^2/4 + h^2} + \Delta/2 } . $$

No approximation has been made so far. As $k \to 0$, $h \to 0$ and the denominator tends to $\Delta/2 + \Delta/2 = \Delta$. In the numerator, $\sin(ka/2) \to ka/2$, so $h^2 \to 4t^2 (ka/2)^2 = t^2 a^2 k^2$. Therefore

$$ \lim_{k \to 0} \frac{\varepsilon}{k^2} = \frac{t^2 a^2}{\Delta} . $$

The effective mass $m^*$ at the edge is defined by $\varepsilon = \hbar^2 k^2 / (2 m^*)$ to lowest order in $k$. Equating the coefficients of $k^2$,

$$ \frac{\hbar^2}{2 m^*} = \frac{t^2 a^2}{\Delta} \qquad \Longrightarrow \qquad \boxed{ \; m^* = \frac{\hbar^2 \Delta}{2 a^2 t^2} \; } $$

The limit concerned $k$ alone. The ratio $t/\Delta$ was never taken to be small, so within the model the formula holds for any positive $t$ and $\Delta$. The dimensions agree: $\hbar^2/a^2$ is an energy times a mass, and $\Delta/t^2$ is an inverse energy.

### The same result as level repulsion

Close to $k = 0$ the coupling between the s and p Bloch states has magnitude $h \approx t a |k|$, while their unperturbed energies $E_s$ and $E_p$ don't depend on $k$. Second-order perturbation theory in this small coupling raises the upper level by

$$ \varepsilon \approx \frac{(t a k)^2}{E_s - E_p} = \frac{t^2 a^2 k^2}{\Delta} . $$

The small parameter is $t a |k| / \Delta$, which can be made as small as we like by choosing $k$, whatever the value of $t/\Delta$. This is why a second-order formula gives the edge mass without error. It also shows where each factor comes from. The hopping enters squared because the electron goes to oxygen and back, and the gap enters as the energy denominator of that excursion.

### A worked case

Take the round model parameters $\Delta = 3$ eV, $t = 1.5$ eV and $a = 0.4$ nm. They are not meant to represent a particular material. The energies enter as

$$ \frac{\Delta}{t^2} = \frac{3}{1.5^2} \ \text{eV}^{-1} = 1.3333 \ \text{eV}^{-1} . $$

With $\hbar = 1.05457 \times 10^{-34}$ J s and $1 \ \text{eV} = 1.60218 \times 10^{-19}$ J,

$$ m^* = \frac{ (1.05457 \times 10^{-34})^2 \times 1.3333 }{ 2 \times (0.4 \times 10^{-9})^2 \times 1.60218 \times 10^{-19} } \ \text{kg} = 2.892 \times 10^{-31} \ \text{kg} , $$

which is 0.3175 electron masses.

An independent value comes from a closed ring of 400 cells, whose Hamiltonian matrix is written in the atomic orbitals and diagonalized numerically, without Bloch waves. Its levels correspond to phase advances $x_n = 2 \pi n / 400$ per cell. The ratios $c_n = \varepsilon_n / x_n^2$ for $n = 1$ and $n = 2$ are two estimates of $t^2/\Delta$. Each has a leading error proportional to $x_n^2$, four times larger for $n = 2$, so the error cancels in $(4 c_1 - c_2)/3$. The mass obtained in this way is also 0.3175 electron masses.

### What the proportionality means

With $t$ and $a$ fixed, doubling the gap doubles the mass, and the ring gives 0.6350 electron masses. With $\Delta$ and $a$ fixed, doubling the hopping divides the mass by four, and the ring gives 0.0794. Fits to the ring masses at three gaps and at three hoppings give the powers 1.0000 and −2.0000. The formula was tested on nine pairs of $\Delta$ and $t$, including pairs with $t > \Delta$.

These statements vary one parameter at a time. When a chain is stretched, all three change together. Taking the logarithm of the mass formula and differentiating,

$$ \frac{d m^*}{m^*} = \frac{d \Delta}{\Delta} - 2 \, \frac{dt}{t} - 2 \, \frac{da}{a} . $$

Suppose, for illustration, that $\Delta$ stays constant and $t$ falls as $a^{-n}$. Then $dt/t = -n \, da/a$, and the mass changes as $a^{2n-2}$. It increases on stretching if $n > 1$ and decreases if $n < 1$. A comparison of two compounds by their gaps alone is therefore justified by this formula only if the product $at$ is nearly the same in both.

The two extreme limits are easily read. For $t \to 0$ the mass diverges, because the metal atoms are then isolated from one another and the band is flat. For $\Delta \to 0$ the mass tends to zero. The bands become $E_\pm = E_s \pm 2t |\sin(ka/2)|$, which meet at $k = 0$ with slopes $\pm ta$. A band that is linear at its edge has no parabolic mass, so the formula applies for $\Delta > 0$, over a range of $k$ that shrinks with $\Delta$.

## Part II. Range, mechanism and limits of the result

### Symbols and results carried over

The chain has period $a$, with metal s orbitals of energy $E_s$ at $ja$ and oxygen p orbitals of energy $E_p$ at $(j + \tfrac12)a$. The gap is $\Delta = E_s - E_p > 0$. The hopping from an oxygen to its right metal neighbour is $+t$ and to its left one $-t$, with $t > 0$. The amplitudes $s_j$ and $p_j$ obey

$$ (E - E_s) \, s_j = t \, p_{j-1} - t \, p_j , \qquad (E - E_p) \, p_j = t \, s_{j+1} - t \, s_j . $$

With $h = 2t |\sin(ka/2)|$ and $\varepsilon$ the energy above the conduction-band edge,

$$ \varepsilon \, (\Delta + \varepsilon) = h^2 , \qquad \varepsilon = \sqrt{\frac{\Delta^2}{4} + h^2} - \frac{\Delta}{2} , \qquad m^* = \frac{\hbar^2 \Delta}{2 a^2 t^2} . $$

The edge lies at $k = 0$ and is a pure s state. The worked case has $\Delta = 3$ eV, $t = 1.5$ eV, $a = 0.4$ nm and $m^* = 0.3175$ electron masses.

For the orthogonal nearest-neighbour chain, the mass at the conduction-band edge is $m^* = \hbar^2 \Delta / (2 a^2 t^2)$ for any positive $t$ and $\Delta$. It remains to see how far the parabola reaches, how oxygen carries the motion, and what changes with direct metal–metal hopping, orbital overlap and bent bonds.
